# How a 10 meV enthalpy error shifts a polymorph transition temperature

## The form of the answer

Two polymorphs exchange stability at a temperature $T_0$. A calculation misplaces their enthalpy difference by an energy $\delta$, and we want the resulting shift $\delta T$ of the predicted transition. The quantity that converts an energy into a temperature is the entropy difference $\Delta S$, an energy per kelvin. Dimensional analysis therefore gives

$$
\delta T=\frac{\delta}{\Delta S}\,\Phi\!\left(\frac{\delta}{T_0\Delta S},\frac{\Delta C_p}{\Delta S},\ldots\right),
$$

where $\Phi$ is a pure number and $\Delta C_p$ is the heat-capacity difference. The dots stand for similar ratios that describe how $\Delta C_p$ varies with temperature.

Dimensions do not give the value of $\Phi$. For that, suppose that the enthalpy and entropy differences are constant. The transition occurs where $\Delta H-T\Delta S=0$, so $T_0=\Delta H/\Delta S$. Replacing $\Delta H$ by $\Delta H+\delta$ gives

$$
T_0+\delta T=\frac{\Delta H+\delta}{\Delta S},\qquad \delta T=\frac{\delta}{\Delta S}.
$$

Thus $\Phi=1$ in this approximation. With $k_B=0.086173$ meV/K,

$$
\delta T=\frac{10\ \text{meV}}{0.5\times0.086173\ \text{meV/K}}=232\ \text{K}.
$$

In molar units the two inputs are 0.965 kJ/mol and 4.157 J/(mol K), and their ratio is the same. The shift is large because half a Boltzmann constant is a small entropy: the free-energy difference changes by only 0.043 meV for each kelvin, so a 10 meV displacement needs many kelvin to be made good.

Both quantities must refer to the same amount of material, here one formula unit. The error must also be independent of temperature and must leave the entropies correct. An error in the static lattice energy is of this kind if the vibrational frequencies are unaffected.

## Controlled derivation

Let A be the phase stable below $T_0$ and B the phase stable above it. Every difference is B minus A, so $\Delta S(T_0)>0$. Pressure is held fixed. At the correct transition,

$$
\Delta G(T_0)=0 .
$$

The calculation replaces $\Delta G(T)$ by $\Delta G(T)+\delta$. A positive $\delta$ places B too high. Its predicted transition lies at $T_0+\delta T$, where

$$
\Delta G(T_0+\delta T)+\delta=0 .
$$

At fixed pressure $d\Delta G/dT=-\Delta S$. Integrating from $T_0$, where $\Delta G$ vanishes, gives

$$
\Delta G(T_0+\delta T)=-\int_{T_0}^{T_0+\delta T}\Delta S(T)\,dT,
$$

and therefore

$$
\delta=\int_{T_0}^{T_0+\delta T}\Delta S(T)\,dT. \tag{1}
$$

Within the stated assumptions this relation involves no expansion. The enthalpy error equals the area under the entropy-difference curve between the correct and the predicted transition. If $\Delta S$ hardly changes over that interval, the area is $\Delta S\,\delta T$ and the first estimate returns. A positive error moves the transition up, since B then needs more entropic help to become stable.

To find the first correction, use $d\Delta S/dT=\Delta C_p/T$. Near $T_0$,

$$
\Delta S(T)\simeq\Delta S+\frac{\Delta C_p}{T_0}(T-T_0),
$$

where $\Delta S$ and $\Delta C_p$ on the right are values at $T_0$. Inserting this in (1) and integrating,

$$
\delta=\Delta S\,\delta T+\frac{\Delta C_p}{2T_0}(\delta T)^2+\cdots .
$$

Try $\delta T=\delta/\Delta S+a\delta^2$. The terms linear in $\delta$ already balance. Those in $\delta^2$ require

$$
0=\Delta S\,a+\frac{\Delta C_p}{2T_0\,\Delta S^2},
\qquad a=-\frac{\Delta C_p}{2T_0\,\Delta S^3}.
$$

Hence

$$
\delta T=\frac{\delta}{\Delta S}-\frac{\Delta C_p\,\delta^2}{2T_0\,\Delta S^3}+\cdots . \tag{2}
$$

The second term has the same sign for errors of either sign. If $\Delta C_p>0$, it shortens an upward shift and lengthens a downward one. The size of the second term relative to the first is

$$
r=\frac{|\Delta C_p\,\delta|}{2T_0\,\Delta S^2},
$$

so the simple estimate requires $r\ll1$. The transition temperature is absent from the leading term but enters the condition for trusting it.

## What half a Boltzmann constant means

A formula unit with three atoms has nine vibrational modes. For a harmonic mode of angular frequency $\omega$, let $x=\hbar\omega/k_BT$. Summing over its levels $(n+\tfrac12)\hbar\omega$ gives the partition function

$$
Z=\sum_{n=0}^{\infty}e^{-(n+1/2)x}
=\frac{e^{-x/2}}{1-e^{-x}}=\frac{1}{2\sinh(x/2)} .
$$

The free energy is thus

$$
F=-k_BT\ln Z=k_BT\ln[2\sinh(x/2)].
$$

For small $x$, $2\sinh(x/2)=x(1+x^2/24+\cdots)$, and so

$$
F=k_BT\left(\ln x+\frac{x^2}{24}+\cdots\right). \tag{3}
$$

Now differentiate, remembering that $x\propto1/T$, so that $T\,dx/dT=-x$:

$$
S=-\frac{dF}{dT}
=k_B\left(1-\ln x+\frac{x^2}{24}+\cdots\right). \tag{4}
$$

In the classical limit the $x^2$ term disappears, and the sum over modes gives $\Delta S=k_B\sum_i\ln(\omega_{A,i}/\omega_{B,i})$. If all nine modes soften by the same factor $s=\omega_B/\omega_A$, then

$$
9\ln(1/s)=\tfrac12,\qquad s=e^{-1/18}=0.946 .
$$

A uniform softening of a little over 5 percent is enough to produce the whole transition entropy. In a real crystal the same sum could come from a large softening of a few modes.

## A model in the range of ferroelectric hafnia

Take A to be a polar phase and B a nonpolar one, with $T_0=700$ K and $\Delta S(T_0)=k_B/2$ per formula unit. The mode energies of A are 15, 20, 25, 35, 45, 50, 60, 70 and 80 meV. Those of B are the same numbers times $s$. These are round model parameters. The modes are harmonic and do not change with volume, so the heat capacities at constant pressure and constant volume coincide here.

The enthalpy difference at the transition follows from $\Delta G=0$:

$$
\Delta H(T_0)=T_0\Delta S=700\ \text{K}\times0.043087\ \text{meV/K}=30.2\ \text{meV}.
$$

An error of 10 meV is therefore one third of the quantity being calculated.

At 700 K the quantum entropy requires $s=0.9432$, slightly less than the classical 0.9460. Equation (4) explains the sign. Summed over modes it gives

$$
\frac{\Delta S}{k_B}\simeq9\ln\frac1s-\frac{1-s^2}{24}\sum_i x_{A,i}^2 .
$$

With $k_BT_0=60.3$ meV, the listed modes give $\sum x_A^2=6.02$. The first term is 0.5263 and the second is $0.1104\times6.02/24=0.0277$, leaving 0.4986. The neglected higher terms account for the remaining small difference from 0.500. Quantum effects reduce the entropy gained from a given softening, so a little more softening is needed.

The heat-capacity difference follows by differentiating (4) once more:

$$
C=T\frac{dS}{dT}=k_B\left(1-\frac{x^2}{12}+\cdots\right),
$$

$$
\Delta C\simeq k_B\frac{1-s^2}{12}\sum_i x_{A,i}^2\simeq0.055\,k_B .
$$

The full oscillator formula gives $0.050\,k_B$. It is positive because the softer modes of B are closer to their classical heat capacity. The relative correction is then

$$
r=\frac{0.0499\times232.1}{2\times700\times0.5}=0.017,
$$

where one factor $\delta/\Delta S$ has been written as 232.1 K. The second-order term is $-3.8$ K.

## Comparison with the transition found directly

The free energies can also be obtained by summing the oscillator levels explicitly, and the transition found as the numerical zero of $\Delta G(T)+\delta$. This uses neither the linear estimate nor its correction.

| Error per formula unit | First order | Second order | Direct |
|---|---|---|---|
| +10 meV | +232.1 K | +228.3 K | +229.2 K |
| −10 meV | −232.1 K | −235.9 K | −238.0 K |

The predicted transition lies at 929 K in one case and 462 K in the other. The linear estimate is good to within 3 percent of the shift in both. The remaining 1 to 2 K beyond second order comes from the higher terms of the series.

A smaller error gives a sharper test of the two terms in (2). For $\delta=\pm1$ meV, half the difference of the two shifts is 23.210 K, against 23.209 K from $\delta/\Delta S$. Half their sum is $-0.0384$ K, as the second-order term gives. The asymmetry is thus the effect of the heat-capacity difference.

The correction becomes smaller at higher transition temperatures in this type of model. With the modes and $\Delta S$ held fixed, $\Delta C$ falls approximately as $1/T_0^2$ in the near-classical regime, so $r$ falls as $1/T_0^3$. At $T_0=2000$ K this scaling gives $r\simeq0.017\times(700/2000)^3\simeq0.0007$. The 232 K shift would remain, but it would be about 12 percent of $T_0$ instead of 33 percent.

## When the error is quoted per atom

Suppose that 10 meV is the error per atom. A dioxide has three atoms per formula unit, so $\delta=30$ meV and the first-order shift is 696 K. For a positive error the direct calculation gives 679 K, still close to the estimate.

For a negative error the linear rule predicts a transition near $700-696=4$ K. The model has no transition at all. Equation (1) shows why. On the way down from $T_0$ to zero temperature, the largest negative error that can be compensated has magnitude

$$
\int_0^{T_0}\Delta S(T)\,dT=\Delta G(0).
$$

The static energy difference that places the transition at 700 K is 33.39 meV. The zero-point energy of each mode is half its mode energy, and the nine energies of A sum to 400 meV, so

$$
\Delta E_{\rm zp}=\tfrac12(0.9432-1)\times400\ \text{meV}=-11.4\ \text{meV}.
$$

At zero temperature this leaves $\Delta G(0)=33.39-11.36=22.0$ meV. It is less than $T_0\Delta S(T_0)=30.2$ meV because the vibrational entropy of both phases vanishes on cooling, and their difference vanishes with it. An error of $-30$ meV makes $\Delta G(0)=-8.0$ meV. Since the softer phase has the larger entropy at every positive temperature, $\Delta G$ decreases further on heating and cannot return to zero. B is then predicted to be stable throughout.

A small relative heat-capacity correction near $T_0$ is therefore not sufficient for an error that would carry the transition close to zero temperature. In that case the area in (1) must be evaluated.

## Errors in the vibrational part

Zero-point energy is itself a source of a 10 meV error. If it is left out of a quantum phonon free energy, while the static energy and all frequencies are held fixed, the negative contribution of $-11.4$ meV is lost. This is the same as adding $\delta=+11.4$ meV. The linear estimate is

$$
\delta T\simeq\frac{11.36}{0.043087}\ \text{K}=264\ \text{K},
$$

and the direct result is 260 K. The transition would appear at about 960 K.

The classical free energy $k_BT\ln x$ must be treated differently. Equation (3) has no term linear in $x$: the zero-point part $\hbar\omega/2$ has cancelled against a term from the thermal part. Adding zero-point energy to the classical formula would spoil this cancellation. The leading quantum correction is instead

$$
-k_BT_0\frac{1-s^2}{24}\sum_i x_{A,i}^2
\simeq-60.3\times0.028\ \text{meV}\simeq-1.7\ \text{meV}.
$$

Neglecting it raises the transition by about 40 K to first order. The correction falls as $1/T$, so it is not a constant error in the sense of (1). With the same static energy and softening, the classical free energy vanishes at $33.39/(0.5263\times0.086173)=736$ K, a shift of 36 K.

An entropy error has a different effect. Let the calculated entropy difference be $\Delta S+\sigma$, with the enthalpy difference correct at $T_0$. If both are taken as constant,

$$
T=\frac{\Delta H}{\Delta S+\sigma}
=\frac{T_0}{1+\sigma/\Delta S}. \tag{5}
$$

For $\sigma=+0.1k_B$ the transition falls from 700 to 583 K. For $\sigma=-0.1k_B$ it rises to 875 K. Direct calculations with the softening readjusted, and the enthalpy difference at 700 K held at 30.2 meV, give 582 and 873 K. To first order an entropy error acts like an enthalpy error $-T_0\sigma$, here 6 meV in magnitude. Unlike the shift from an enthalpy error, this one grows with $T_0$ when $\Delta S$ and $\sigma$ are fixed.

The entropy also sets the sensitivity to the original error. With $\delta=10$ meV the first-order shift is 193 K for $\Delta S=0.6k_B$ and 290 K for $0.4k_B$. The figure of 230 K is therefore tied to the assumed half Boltzmann constant.

## Which phase is predicted at the temperature of use?

A large error in a transition temperature need not reverse the predicted phase at a particular operating temperature. At 358 K, or 85 °C, the model gives $\Delta G=14.1$ meV, so the polar phase A is favoured. An error of $-10$ meV reduces this to 4.1 meV but leaves its sign unchanged. An error of $-14.1$ meV brings the predicted transition down to 358 K, and a more negative one reverses the order.

The linear estimate of this margin is $(700-358)\times0.043087=14.7$ meV. It is slightly too large because $\Delta S$ decreases on cooling. Below $T_0$ only a negative error can reverse the order. For deciding whether it does, the comparison of $|\delta|$ with $\Delta G$ at the temperature of use is more direct than a comparison of transition temperatures.

The same reasoning sets an accuracy target. To keep the first-order shift within 50 K, the enthalpy error must stay below

$$
50\ \text{K}\times0.043087\ \text{meV/K}=2.2\ \text{meV}
$$

per formula unit, or about 0.7 meV per atom.

## Fields, interfaces and stress in a film

The model so far describes two unstressed bulk phases without a field. In a capacitor, other contributions to $\Delta G$ can be comparable with 10 meV. The following estimates change one contribution at a time and use a volume $v=0.034$ nm³ per formula unit.

A field $E$ along the polarization $P$ lowers the free energy of the polar phase by $EPv$. Since A is the polar phase, $\Delta G$ rises by

$$
EPv=(10^8\ \text{V/m})(0.20\ \text{C/m}^2)(3.4\times10^{-29}\ \text{m}^3)
=4.2\ \text{meV}
$$

for 1 MV/cm and 20 µC/cm². The direct shift is $+98$ K. This polarization is typical of the switched average over a polycrystalline film. In a domain aligned with the field, $P$ is the polarization of the phase itself, which can be larger: at 50 µC/cm² the energy would be 10.6 meV and the shift $+243$ K. If the relative permittivity of B exceeds that of A by 10, the induced polarization contributes $-\tfrac12\varepsilon_0(10)E^2v=-0.09$ meV, or $-2$ K. The chosen field is a quarter of a rough breakdown field of 4 MV/cm. Here $E$ is the field inside the film. If the electrodes screen the polarization charge incompletely, a depolarizing field remains and raises the energy of A. That cost is not included here, and it lowers the transition. It grows as $P^2$. For a short-circuited, uniformly polarized 10 nm film with an assumed relative permittivity of 30 and an assumed screening length of 0.05 nm at each electrode, it is about 4 meV per formula unit at 20 µC/cm² but about 23 meV at 50 µC/cm², larger than any other term in this section. Domains or trapped charge would reduce it.

For a film of thickness $d=10$ nm, let the energy of each of its two interfaces be $\Delta\gamma=0.05$ J/m² higher for A than for B. The volume of one formula unit corresponds to an area $v/d$ of each interface, so $\Delta G$ changes by

$$
-\frac{2\Delta\gamma\,v}{d}=-2.1\ \text{meV},
$$

which moves the transition by $-49$ K. Finally, a biaxial stress of 1 GPa acting through an in-plane area difference of 1.5 percent gives an energy of 3.2 meV. If it disfavours B, the shift is $+74$ K. Under tension, that is the case when B has the smaller in-plane area. At fixed stress, reversing the stress reverses the sign of the energy. A film clamped to its substrate keeps its in-plane dimensions instead, and the misfit of B then adds an elastic energy that is positive for either sign of the stress in A. For a linear misfit of 0.75 percent and an assumed biaxial modulus of 300 GPa it is about 3.6 meV, as large as the stress term itself, so the total need not change sign.

## The model beside real hafnia

The film thickness, field and polarization are in the rough range of hafnia-based memory capacitors. The transition temperature of such films varies widely with composition and processing, so 700 K is a representative choice and not a material constant. The static difference of 33 meV follows from the chosen model parameters; the value calculated for a real pair of phases depends on the composition and on the density functional. A larger difference with the same entropy means a higher transition temperature, but the same first-order shift for a 10 meV error.

The two-phase equilibrium is the assumption that real films break most plainly. Bulk hafnia under ordinary conditions is monoclinic, a phase absent from this model, and a polar film can persist without being the most stable polymorph. Barriers to nucleation can also separate the temperatures observed on heating and cooling. The present calculation does not size that hysteresis. Anharmonic modes would alter $\Delta S$; the change of $0.1k_B$ considered above shows the consequence, a first-order sensitivity between 193 and 290 K per 10 meV. The polarization was also held constant, whereas a decrease on heating would reduce the field-induced shift.

The numerical output below gives the values behind these estimates.

## Calculated quantities

```
Boltzmann constant: 0.086173 meV/K
enthalpy error: 10.0 meV/f.u. = 0.965 kJ/mol
transition entropy: 0.043087 meV/K per f.u. = 4.157 J/(mol K)
first-order shift: 232.1 K
model transition temperature T0: 700 K
enthalpy difference at T0: 30.16 meV/f.u.
mode energies of phase A (meV): 15 20 25 35 45 50 60 70 80
mode ratio B/A, quantum at T0: 0.9432
mode ratio B/A, classical rule: 0.9460
entropy difference from numerical slope at T0: 0.50000 kB
entropy difference at 20000 K, slope: 0.52623 kB
entropy difference, classical formula: 0.52627 kB
static energy difference: 33.39 meV/f.u.
heat-capacity difference at T0: 0.0499 kB
error of 1 meV, odd part of shift: 23.2104 K
error of 1 meV, first-order formula: 23.2090 K
error of 1 meV, even part of shift: -0.03841 K
error of 1 meV, second-order formula: -0.03836 K
second-order term for 10 meV: -3.84 K
error +10 meV: shift +229.2 K, transition at 929.2 K
error -10 meV: shift -238.0 K, transition at 462.0 K
10 meV per atom: 30 meV/f.u., first-order shift 696.3 K
+10 meV per atom: root shift +679.1 K
-10 meV per atom: largest DG from 5 to 3000 K -7.97 meV/f.u.
entropy error +0.1 kB: rule 583.3 K, root 582.2 K
entropy error -0.1 kB: rule 875.0 K, root 873.2 K
zero-point energy difference: -11.36 meV/f.u.
shift if zero-point energy is omitted: +260.1 K
temperature of use: 358 K
DG at temperature of use: 14.09 meV/f.u.
DG there with error -10 meV: 4.09 meV/f.u.
volume per formula unit: 0.034 nm^3
field: 1.0 MV/cm; rough breakdown field: 4.0 MV/cm
polarization: 20 uC/cm2
relative permittivity difference: 10
film thickness: 10 nm
interface energy, A minus B: 0.05 J/m2 per interface
stress: 1.0 GPa; area strain: 1.5 percent
field on polarization: +4.244 meV/f.u., shift +97.9 K
dielectric difference: -0.094 meV/f.u., shift -2.2 K
two film interfaces: -2.122 meV/f.u., shift -49.4 K
biaxial stress (either sign): +3.183 meV/f.u., shift +73.5 K
```
